# Collinear spin in ultrasoft pseudopotentials: spin-dependent D and augmented magnetization: verification in Python

```python
# Result under test: for collinear spin s an ultrasoft pseudopotential has
#   D_s = D0 + integral(V_s Q),  with Q, q = integral(Q), S = 1 + beta q beta
# common to both spins, and magnetization = augmented n_up - augmented n_down.
# Model: spherically averaged d shell, Rydberg units, exchange-only LSDA.
# u: radial orbital; rho: radial density 4 pi r^2 n; phi: original partial wave;
# phit: smooth partial wave; beta: projector; Q: phi phi - phit phit.
# "Original" means the hard core potential, "ultrasoft" its pseudized form.
import itertools
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.constants import physical_constants

RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
h, npts = 0.02, 450
r = h * np.arange(1, npts + 1)
centrifugal = 6.0 / r**2
v_core = -(2.0 / r) * (8.0 + 18.0 * np.exp(-2.0 * r))
coulomb = 2.0 / np.maximum.outer(r, r)
off = -np.ones(npts - 1) / h**2


def kinetic(u):
    p = np.pad(u, 1)
    return (2 * u - p[:-2] - p[2:]) / h**2 + centrifugal * u


def fields(rho):
    """Hartree plus exchange potential of each spin, and their energy."""
    total = rho.sum(axis=0)
    v_h = h * coulomb @ total
    v_x = -2.0 * np.cbrt(6.0 * rho / (4 * np.pi * r**2) / np.pi)
    energy = 0.5 * h * total @ v_h + 0.75 * h * np.sum(rho * v_x)
    return v_h + v_x, energy


def solve_original(w):
    e, vec = eigh_tridiagonal(2 / h**2 + centrifugal + v_core + w, off,
                              select='i', select_range=(0, 1))
    u = vec[:, 0] / np.sqrt(h)
    u = u * np.sign(u.sum())
    return e, u, u**2


def scf(occ, solver, rho):
    rho = rho.copy()
    for _ in range(200):
        w, _energy = fields(rho)
        states = [solver(x) for x in w]
        new = np.array([f * s[2] for f, s in zip(occ, states)])
        if h * np.abs(new - rho).sum() < 1e-8:
            return states, new
        rho += 0.4 * (new - rho)
    raise RuntimeError('self-consistency not reached')


# Unpolarized reference
occ_ref = np.array([3.0, 3.0])
ref_states, rho_ref = scf(occ_ref, solve_original, np.zeros((2, npts)))
w_ref, exc_ref = fields(rho_ref)
e_ref, phi1, _ = ref_states[0]
v_eff_ref = v_core + w_ref[0]


def build(rc, de, nterms):
    """Two-projector ultrasoft potential from the reference potential."""
    kc = int(round(rc / h)) - 1
    energies = np.array([e_ref[0], e_ref[0] + de])
    phi2 = np.zeros(npts)
    phi2[0] = h**3
    before = 0.0
    for k in range(npts - 1):
        g = centrifugal[k] + v_eff_ref[k] - energies[1]
        phi2[k + 1] = (2 + h**2 * g) * phi2[k] - before
        before = phi2[k]
    phi2 /= np.sqrt(h * np.sum(phi2[:kc + 1]**2))
    phi = np.array([phi1, phi2])

    def smooth(f, power):
        idx = np.arange(kc, kc + nterms)
        coef = np.linalg.solve(np.vander(r[idx]**2, nterms),
                               f[idx] / r[idx]**power)
        out = f.copy()
        out[:kc] = r[:kc]**power * np.polyval(coef, r[:kc]**2)
        return out

    phit = np.array([smooth(f, 3) for f in phi])
    v_loc = smooth(v_eff_ref, 0)
    chi = np.array([e * f - kinetic(f) - v_loc * f
                    for e, f in zip(energies, phit)])
    chi[:, kc + 1:] = 0.0
    b = h * phit @ chi.T
    beta = np.linalg.inv(b).T @ chi
    Q = phi[:, None] * phi[None] - phit[:, None] * phit[None]
    Q[:, :, kc:] = 0.0
    q = h * Q.sum(axis=2)
    d_ref = b + q * energies[None, :]
    return beta, Q, q, d_ref, v_loc


def us_eigen(v, d, beta, q, count=2):
    ham = np.diag(2 / h**2 + centrifugal + v)
    ham += np.diag(off, 1) + np.diag(off, -1)
    ham += h * beta.T @ (0.5 * (d + d.T)) @ beta
    s = np.eye(npts) + h * beta.T @ q @ beta
    e, vec = eigh(ham, s, subset_by_index=[0, count - 1])
    u = vec[:, 0] / np.sqrt(h)
    return e, u * np.sign(u.sum())


# Accept the first construction with positive S and no ghost state
chosen = None
for nterms, rc, de in itertools.product((3, 4), (1.4, 1.2, 1.6, 1.0, 1.8),
                                        (1.0, 2.0, 0.5, -1.0)):
    trial = build(rc, de, nterms)
    beta, Q, q, d_ref, v_loc = trial
    s_min = 1 + np.linalg.eigvals(q @ (h * beta @ beta.T)).real.min()
    if s_min < 0.02:
        continue
    e_test, _ = us_eigen(v_loc, d_ref, beta, q)
    if abs(e_test[0] - e_ref[0]) < 1e-6 and abs(e_test[1] - e_ref[1]) < 0.05:
        chosen = (rc, de, nterms)
        break
assert chosen is not None, 'no ghost-free construction in the scan'
asym = np.abs(d_ref - d_ref.T).max()
assert asym < 1e-6 * max(1.0, np.abs(d_ref).max())
d_ref = 0.5 * (d_ref + d_ref.T)

# Remove the reference screening
v_ion = v_loc - w_ref[0]
D0 = d_ref - h * Q @ v_loc


def d_matrix(w):
    return D0 + h * Q @ (v_ion + w)


def us_density(u):
    c = h * beta @ u
    return u**2 + np.einsum('i,j,ijr->r', c, c, Q)


def solve_us(w):
    e, u = us_eigen(v_ion + w, d_matrix(w), beta, q, 1)
    return e, u, us_density(u)


def energy_us(orbitals, occ):
    rho = np.array([f * us_density(u) for f, u in zip(occ, orbitals)])
    total = h * v_ion @ rho.sum(axis=0) + fields(rho)[1]
    for f, u in zip(occ, orbitals):
        c = h * beta @ u
        total += f * (h * u @ kinetic(u) + c @ D0 @ c)
    return total


def energy_original(orbitals, occ):
    rho = np.array([f * u**2 for f, u in zip(occ, orbitals)])
    total = h * v_core @ rho.sum(axis=0) + fields(rho)[1]
    return total + sum(f * h * u @ kinetic(u) for f, u in zip(occ, orbitals))


# The reference state must be reproduced, density and energy included
ref_us = solve_us(w_ref[0])
assert h * np.abs(ref_us[2] - phi1**2).sum() < 1e-5
E0_orig = energy_original([phi1, phi1], occ_ref)
E0_us = energy_us([ref_us[1]] * 2, occ_ref)
assert abs(E0_orig - E0_us) < 1e-4

# Polarized shell by both roads
occ = np.array([5.0, 1.0])
start = occ[:, None] * phi1**2
st_o, rho_o = scf(occ, solve_original, start)
st_u, rho_u = scf(occ, solve_us, start)
eps_o = np.array([s[0][0] for s in st_o])
eps_u = np.array([s[0][0] for s in st_u])
u_up, u_dn = st_u[0][1], st_u[1][1]
w_pol, _ = fields(rho_u)
D = np.array([d_matrix(w) for w in w_pol])
split_o, split_u = eps_o[1] - eps_o[0], eps_u[1] - eps_u[0]
assert abs(split_u - split_o) < 0.02 * abs(split_o)
pol_o = energy_original([s[1] for s in st_o], occ) - E0_orig
pol_u = energy_us([u_up, u_dn], occ) - E0_us
assert abs(pol_u - pol_o) < 0.02 * abs(pol_o)

# Spin-averaged D in the same spin potentials must lose the splitting
D_avg = D.mean(axis=0)
eps_avg = [us_eigen(v_ion + w, D_avg, beta, q, 1)[0][0] for w in w_pol]
split_avg = eps_avg[1] - eps_avg[0]
assert abs(split_avg - split_o) > 10 * abs(split_u - split_o)

# Orbital derivative of the energy, away from self-consistency
probe = r**3 * np.exp(-2 * r)
trial_u = [u_up + 0.05 * probe, u_dn + 0.03 * probe]
rho_t = np.array([f * us_density(u) for f, u in zip(occ, trial_u)])
w_t, _ = fields(rho_t)
D_t = np.array([d_matrix(w) for w in w_t])
numeric, formula, averaged = [], [], []
step = 1e-4
for s in range(2):
    values = []
    for sign in (1, -1):
        moved = [u.copy() for u in trial_u]
        moved[s] += sign * step * probe
        values.append(energy_us(moved, occ))
    numeric.append((values[0] - values[1]) / (2 * step))
    u = trial_u[s]
    c, cp = h * beta @ u, h * beta @ probe
    local = h * probe @ (kinetic(u) + (v_ion + w_t[s]) * u)
    formula.append(2 * occ[s] * (local + cp @ D_t[s] @ c))
    averaged.append(2 * occ[s] * (local + cp @ D_t.mean(axis=0) @ c))
    err = abs(numeric[s] - formula[s])
    assert err < 1e-5 * max(1.0, abs(formula[s]))
    assert abs(numeric[s] - averaged[s]) > 10 * err

# Identity that needs the same S for both spins
c_up, c_dn = h * beta @ u_up, h * beta @ u_dn
overlap = h * u_dn @ u_up + c_dn @ q @ c_up
part_loc = h * u_dn @ ((w_pol[1] - w_pol[0]) * u_up) / overlap
part_D = c_dn @ (D[1] - D[0]) @ c_up / overlap
assert abs(part_loc + part_D - split_u) < 1e-6

# Magnetization
m_smooth = occ[0] * u_up**2 - occ[1] * u_dn**2
m_aug = rho_u[0] - rho_u[1]
m_orig = rho_o[0] - rho_o[1]
m_error = h * np.abs(m_aug - m_orig).sum()
assert abs(h * m_aug.sum() - (occ[0] - occ[1])) < 1e-6
assert m_error < 0.02 * (occ[0] - occ[1])

print(f'grid step, outer radius: {h:.2f}, {r[-1]:.1f} bohr')
print(f'matching radius: {chosen[0]:.1f} bohr')
print(f'second reference energy minus first: {chosen[1]:.1f} Ry')
print(f'terms in smooth polynomials: {chosen[2]}')
print(f'smallest eigenvalue of S on projector space: {s_min:.4f}')
print(f'reference occupations up, down: {occ_ref[0]:.0f}, {occ_ref[1]:.0f}')
print(f'reference eigenvalue, original: {e_ref[0]:.6f} Ry')
print(f'reference eigenvalue, ultrasoft: {ref_us[0][0]:.6f} Ry')
print(f'largest asymmetry of reference D: {asym:.1e} Ry')
print(f'polarized occupations up, down: {occ[0]:.0f}, {occ[1]:.0f}')
for i, j in ((0, 0), (0, 1), (1, 1)):
    tag = f'{i + 1}{j + 1}'
    print(f'q_{tag} (both spins): {q[i, j]:.5f}')
    print(f'D0_{tag}: {D0[i, j]:.5f} Ry')
    print(f'D_{tag} up, down: {D[0, i, j]:.5f}, {D[1, i, j]:.5f} Ry')
    print(f'D_{tag} down minus up: {D[1, i, j] - D[0, i, j]:.5f} Ry')
print(f'eigenvalues up, down, original: {eps_o[0]:.5f}, {eps_o[1]:.5f} Ry')
print(f'eigenvalues up, down, ultrasoft: {eps_u[0]:.5f}, {eps_u[1]:.5f} Ry')
print(f'splitting down minus up, original: {split_o:.5f} Ry')
print(f'splitting, ultrasoft: {split_u:.5f} Ry = {split_u * RY_EV:.3f} eV')
print(f'splitting with spin-averaged D: {split_avg:.5f} Ry')
print(f'splitting, part from local potential: {part_loc:.5f} Ry')
print(f'splitting, part from D: {part_D:.5f} Ry')
print(f'up-down spatial overlap with S: {overlap:.6f}')
print(f'polarization energy, original: {pol_o:.5f} Ry')
print(f'polarization energy, ultrasoft: {pol_u:.5f} Ry')
for s, name in enumerate(('up', 'down')):
    print(f'dE/d(orbital) {name}, finite difference: {numeric[s]:.6f} Ry')
    print(f'dE/d(orbital) {name}, formula: {formula[s]:.6f} Ry')
    print(f'dE/d(orbital) {name}, averaged D: {averaged[s]:.6f} Ry')
print(f'moment, smooth part: {h * m_smooth.sum():.5f} Bohr magnetons')
print(f'moment, augmentation: {h * (m_aug - m_smooth).sum():.5f} Bohr magnetons')
print(f'moment, total: {h * m_aug.sum():.5f} Bohr magnetons')
print(f'integral of |m ultrasoft - m original|: {m_error:.5f} Bohr magnetons')
print('4 pi r^2 m in 1/bohr: smooth, augmented, original')
for radius in (0.4, 0.8, 1.2, 2.0):
    k = int(round(radius / h)) - 1
    print(f'  r = {radius:.1f} bohr: {m_smooth[k]:.4f}, {m_aug[k]:.4f}, '
          f'{m_orig[k]:.4f}')
print('checks complete')
```

Output:

```
grid step, outer radius: 0.02, 9.0 bohr
matching radius: 1.4 bohr
second reference energy minus first: 1.0 Ry
terms in smooth polynomials: 3
smallest eigenvalue of S on projector space: 0.9848
reference occupations up, down: 3, 3
reference eigenvalue, original: -8.732767 Ry
reference eigenvalue, ultrasoft: -8.732767 Ry
largest asymmetry of reference D: 6.5e-09 Ry
polarized occupations up, down: 5, 1
q_11 (both spins): 0.94659
D0_11: 3.22806 Ry
D_11 up, down: -9.32319, -7.99846 Ry
D_11 down minus up: 1.32473 Ry
q_12 (both spins): 0.94270
D0_12: 4.29674 Ry
D_12 up, down: -8.38476, -7.02506 Ry
D_12 down minus up: 1.35970 Ry
q_22 (both spins): 0.93690
D0_22: 5.39206 Ry
D_22 up, down: -7.40675, -6.01180 Ry
D_22 down minus up: 1.39495 Ry
eigenvalues up, down, original: -9.20251, -7.85058 Ry
eigenvalues up, down, ultrasoft: -9.21807, -7.87200 Ry
splitting down minus up, original: 1.35193 Ry
splitting, ultrasoft: 1.34607 Ry = 18.314 eV
splitting with spin-averaged D: 0.02432 Ry
splitting, part from local potential: 0.02435 Ry
splitting, part from D: 1.32172 Ry
up-down spatial overlap with S: 0.999633
polarization energy, original: -1.28453 Ry
polarization energy, ultrasoft: -1.27647 Ry
dE/d(orbital) up, finite difference: -39.979684 Ry
dE/d(orbital) up, formula: -39.979684 Ry
dE/d(orbital) up, averaged D: -36.849617 Ry
dE/d(orbital) down, finite difference: -6.668568 Ry
dE/d(orbital) down, formula: -6.668568 Ry
dE/d(orbital) down, averaged D: -7.284467 Ry
moment, smooth part: 0.18882 Bohr magnetons
moment, augmentation: 3.81118 Bohr magnetons
moment, total: 4.00000 Bohr magnetons
integral of |m ultrasoft - m original|: 0.07136 Bohr magnetons
4 pi r^2 m in 1/bohr: smooth, augmented, original
  r = 0.4 bohr: 0.0069, 7.4860, 7.6065
  r = 0.8 bohr: 0.1701, 2.8097, 2.7178
  r = 1.2 bohr: 0.2601, 0.3622, 0.3565
  r = 2.0 bohr: 0.0033, 0.0033, 0.0033
checks complete
```
